# Thermionic emission joined to drift-diffusion at a metal-semiconductor contact

An electron in an n-type semiconductor must do two things to enter a metal across a barrier. It has to climb to the barrier top through a region where it may be scattered, and it has to leave that top into the metal. Thermionic emission counts only the second process and contains no mobility. Diffusion theory counts only the first and is proportional to mobility. Both describe the same current, so one expression should contain both and say which process controls it.

## Setting and signs

The metal fills $x<0$ and the semiconductor $x>0$. Let $E(x)$ be the conduction-band edge measured from the metal Fermi level. It has its maximum $\phi_b=E(x_m)$ at $x_m$ and becomes flat at the depletion edge $W$. Here $e>0$, $V>0$ is forward bias, and $J>0$ means that electrons flow into the metal.

The semiconductor is nondegenerate, with one isotropic band of mass $m$ and density of states $N_c=2(mkT/2\pi\hbar^2)^{3/2}$. The flow is steady and one-dimensional, without recombination, tunnelling or quantum reflection, so $J$ is independent of $x$. Collisions are assumed to exchange energy with the lattice fast enough to keep the electrons at temperature $T$ during the climb. The electron density is written with a quasi-Fermi level $F(x)$:

$$n=N_c\,e^{(F-E)/kT}.$$

The neutral bulk is assumed to conduct so well that $F(W)=eV$.

The numbers below use round model parameters: $T=300$ K ($kT=0.02585$ eV), $m=0.3\,m_e$, relative permittivity 10, donor density $N=10^{22}$ m$^{-3}$, and a barrier of 0.70 eV before image-force lowering. SI-based units suit a current through a contact better than atomic units.

## First case: the surface alone

Suppose the climb costs nothing, so that $F=eV$ right up to $x_m$. In a Maxwellian gas of density $n$, the flux crossing a plane in one direction is $nv_R$, with

$$v_R=\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}}.$$

This is the surface collection velocity. The metal sends back a flux $n_0v_R$. At zero bias the two fluxes must cancel, which fixes $n_0=N_ce^{-\phi_b/kT}$. The metal stays in equilibrium under bias, so the same expression holds with the actual $\phi_b$. The difference of the fluxes is

$$J_{TE}=eN_cv_R\,e^{-\phi_b/kT}\left(e^{eV/kT}-1\right).$$

The prefactor is the familiar Richardson form:

$$eN_cv_R=2e\,\frac{(mkT)^{3/2}}{(2\pi\hbar^2)^{3/2}}\,\frac{(kT)^{1/2}}{(2\pi m)^{1/2}}
=\frac{emk^2}{2\pi^2\hbar^3}\,T^2 .$$

For the model, $v_R=4.91\times10^4$ m/s.

## Second case: the climb alone, in a constant field

Now let the surface absorb so readily that $n=n_0$ at the top, and take $E=\phi_b-e\mathcal E x$ with $x_m=0$. The force $-E'$ pushes electrons away from the metal, where the prime denotes $d/dx$. The flux toward the metal is therefore

$$\frac Je=D\,n'+\frac{\mu}{e}\,nE',\qquad D=\frac{\mu kT}{e}.$$

The second term is negative here, because $E'=-e\mathcal E$. Since $n'=n(F'-E')/kT$, the diffusion term equals $(\mu/e)n(F'-E')$. The terms in $E'$ cancel and leave

$$J=\mu nF'.$$

Inserting $n$ and multiplying by $e^{E/kT}$ gives

$$J\,e^{E/kT}=\mu N_c\,e^{F/kT}F'=\mu N_ckT\,\frac{d}{dx}e^{F/kT}.$$

Integrate from the top, where $F=0$, to a point deep in the semiconductor, where $F=eV$. On the left $\int_0^\infty e^{-e\mathcal Ex/kT}dx=kT/e\mathcal E$, so

$$J=eN_c(\mu\mathcal E)\,e^{-\phi_b/kT}\left(e^{eV/kT}-1\right).$$

This has the form of the thermionic result, with $\mu\mathcal E$ in place of $v_R$. The product $\mu\mathcal E$ is an effective velocity for the net current. It is not the speed at which electrons approach the metal: the drift term points the other way and nearly cancels diffusion when the net current is small.

## General barrier and both processes

Keep the transport equation, but let $E(x)$ have any shape beyond $x_m$ and leave $F_m=F(x_m)$ unknown. Integration from $x_m$ to $W$ gives

$$J\int_{x_m}^{W}e^{E/kT}dx=\mu N_ckT\left(e^{eV/kT}-e^{F_m/kT}\right).$$

Taking $e^{\phi_b/kT}$ out of the integral defines an effective width of the barrier top and an effective diffusion velocity:

$$L=\int_{x_m}^{W}e^{-[\phi_b-E(x)]/kT}dx,\qquad v_D=\frac DL .$$

With $\mu kT=eD$, the climb obeys

$$J=eN_cv_D\,e^{-\phi_b/kT}\left(e^{eV/kT}-e^{F_m/kT}\right).$$

The surface obeys the flux balance of the first case, with $F_m$ instead of $eV$:

$$J=eN_cv_R\,e^{-\phi_b/kT}\left(e^{F_m/kT}-1\right).$$

Divide the first equation by $v_D$ and the second by $v_R$, then add. The unknown $F_m$ cancels:

$$J\left(\frac1{v_D}+\frac1{v_R}\right)=eN_c\,e^{-\phi_b/kT}\left(e^{eV/kT}-1\right),$$

and hence

$$\boxed{J=eN_c\,\frac{v_Rv_D}{v_R+v_D}\,e^{-\phi_b/kT}\left(e^{eV/kT}-1\right)}$$

This is the Crowell-Sze formula. The reciprocal velocities add like resistances in series, because the same current passes both stages. For $v_D\gg v_R$ it returns $J_{TE}$; for $v_D\ll v_R$ it returns the diffusion current. Both $\phi_b$ and $v_D$ may depend on $V$, so the prefactor is not a strict saturation current.

## Where the driving force is spent

Equating the surface equation to the final result gives

$$e^{F_m/kT}-1=\frac{v_D}{v_R+v_D}\left(e^{eV/kT}-1\right).$$

It is the difference of exponentials that divides linearly between the stages: a fraction $v_D/(v_R+v_D)$ is spent at the surface and $v_R/(v_R+v_D)$ in the climb. The quasi-Fermi level itself divides differently. Solving for the exponential,

$$e^{F_m/kT}=\frac{v_R+v_De^{eV/kT}}{v_R+v_D}.$$

At forward bias with $v_De^{eV/kT}\gg v_R$, the drop in the climb is

$$eV-F_m\simeq kT\ln\left(1+\frac{v_R}{v_D}\right).$$

It vanishes in the thermionic limit. In the diffusion limit it becomes $kT\ln(v_R/v_D)$, which grows only logarithmically, so $F_m$ need not fall to zero. The diffusion current requires only that $e^{F_m/kT}-1$ be small beside $e^{eV/kT}-1$. At a forward bias of several $kT/e$ this reads $e^{F_m/kT}\ll e^{eV/kT}$, a weaker condition than $n=n_0$ at the top.

Strong reverse bias is the mirror case. There $e^{F_m/kT}\to v_R/(v_R+v_D)$, so $F_m$ stays finite while $eV$ becomes very negative. The current can be thermionic even though $F$ is not flat.

## Which density does the surface collect?

There is a difficulty at $x_m$. If nothing returned from the metal, only half of the Maxwellian would be present, and the flux would be $2v_R$ times the actual density. A two-stream model shows what $n$ must mean.

Let $a^-$ be the flux toward the metal and $a^+$ the flux away from it. Per unit length, a fraction $\alpha$ of $a^-$ is turned back and a fraction $\beta$ of $a^+$ is turned toward the metal. Following $a^+$ along $+x$ and $a^-$ along $-x$ gives the same right-hand side for both:

$$\frac{da^+}{dx}=\frac{da^-}{dx}=\alpha a^--\beta a^+ .$$

The net flux $\Gamma=a^--a^+=J/e$ is therefore constant. In equilibrium $a^+=a^-\propto e^{-E/kT}$, which requires $\alpha-\beta=-E'/kT$. Replacing $a^+$ by $a^--\Gamma$ then gives

$$\beta\Gamma=\frac{da^-}{dx}+\frac{E'}{kT}a^- .$$

Let $F$ label the metalward stream, $a^-=v_RN_ce^{(F-E)/kT}=v_Rn$. The right side becomes $v_RnF'/kT$, so

$$J=e\Gamma=\frac{e}{kT}\,\frac{v_R}{\beta}\,nF'.$$

This is $J=\mu nF'$ with $D=v_R/\beta$. At the top $a^+=v_Rn_0$, and so $\Gamma=v_R(n_m-n_0)$, where $n_m=n(x_m)$. If the incoming stream at $W$ has $F=eV$, the boxed formula follows within this model for any constant $\beta$, including the ballistic limit $\beta\to0$.

The total density is different. Each one-way stream has mean speed $2v_R$, since half the density carries the flux $nv_R$. Thus $n_{tot}=(a^++a^-)/(2v_R)=n_m-\Gamma/(2v_R)$ at the top. Substitution gives $\Gamma=v_R(n_{tot}-n_0)+\Gamma/2$, or

$$\Gamma=2v_R(n_{tot}-n_0).$$

Both surface laws are correct, each for its own density. The model remains an approximation to the Boltzmann equation, because it assigns one constant $\beta$ to electrons of all energies and directions.

The length $\lambda=1/\beta=D/v_R$ is a mean free path for backscattering. It exceeds the distance between collisions, because not every collision reverses the motion: for isotropic scattering with a constant mean free path $\ell$, $D=4v_R\ell/3$ and $\lambda=4\ell/3$. With $\lambda$ the criterion becomes geometric:

$$\frac{v_D}{v_R}=\frac{D}{Lv_R}=\frac{\lambda}{L}.$$

Within this model, emission controls the current when $L\ll\lambda$, so that scattering seldom turns an electron back within the width $L$ of the top. The full depletion width is not the relevant length, provided that collisions exchange energy with the lattice: an electron that has lost energy well below the top seldom climbs back. After purely elastic scattering it keeps enough energy to return, and the region that matters is wider than $L$.

## Giving the barrier its real shape

**Depletion curvature.** Uniform donors make the field fall linearly from $\mathcal E=eNW/\epsilon$ to zero, where $\epsilon$ is the permittivity. The band bending, as a voltage, is $\psi_s=\mathcal EW/2$, so $W=\sqrt{2\epsilon\psi_s/eN}$. With $s=x/W$ and $u=e\psi_s/kT$, the energy below the top is $kT\,u(2s-s^2)$. Near the top, for large $u$,

$$L\simeq W\int_0^\infty e^{-2us}(1+us^2)\,ds=\frac{W}{2u}\left(1+\frac1{2u}\right).$$

Since $W/2u=kT/e\mathcal E$, this gives $v_D\simeq\mu\mathcal E(1-1/2u)$. The constant-field result returns for strong band bending. The correction $1/2u$ is that of a sharp depletion edge. The electrons that remain near $W$, neglected here, replace $\psi_s$ by about $\psi_s-kT/e$ in the field at the top and so lower it by a further fraction of about $1/2u$.

**Image force.** An electron at $x$ attracts its image at $-x$ with force $e^2/[4\pi\epsilon(2x)^2]$, which gives the energy $-e^2/(16\pi\epsilon x)$. In a constant field, with $\phi_0$ the barrier before lowering, the maximum lies at $x_m^2=e/(16\pi\epsilon\mathcal E)$, and

$$E=\phi_0-e\mathcal E\left(x+\frac{x_m^2}{x}\right),\qquad \phi_b=\phi_0-2e\mathcal Ex_m .$$

Define $g=e\mathcal E/kT$, $z=2gx_m$ (the lowering in units of $kT$), $w=x+x_m^2/x$ and $f=e^{-g(w-2x_m)}$. Then $L=\int_{x_m}^\infty f\,dx$ is half the sum of two simpler integrals. The first uses $dw=(1-x_m^2/x^2)dx$:

$$\int_{x_m}^{\infty}\left(1-\frac{x_m^2}{x^2}\right)f\,dx=\int_{2x_m}^\infty e^{-g(w-2x_m)}dw=\frac1g .$$

The second uses $x=x_me^\theta$, for which $w=2x_m\cosh\theta$:

$$\int_{x_m}^{\infty}\left(1+\frac{x_m^2}{x^2}\right)f\,dx
=2x_me^z\int_0^\infty\cosh\theta\,e^{-z\cosh\theta}d\theta=2x_me^zK_1(z),$$

where $K_1$ is the modified Bessel function. Since $2x_m=z/g$,

$$L=\frac{1+y}{2g},\qquad v_D=\mu\mathcal E\,\frac{2}{1+y},\qquad y=ze^zK_1(z).$$

As $z\to0$, $zK_1(z)\to1$ and $v_D\to\mu\mathcal E$. For $z>0$, replacing $\cosh\theta$ by the smaller $\sinh\theta$ in front of the exponential gives exactly 1, so $y>1$. The image force thus lowers the barrier, which raises the current, but it also broadens the top, which lowers $v_D$.

## One barrier, two mobilities

Take $V=0.2$ V. The bulk band edge lies $kT\ln(N_c/N)=0.1557$ eV above the Fermi level, so

$$\psi_s=0.70-0.1557-0.20=0.3443\ \text{V}.$$

This gives $W=195$ nm and $\mathcal E=2\psi_s/W=3.53\times10^6$ V/m. With the depletion parabola and image energy together, a numerical root of $E'=0$ puts the maximum at $x_m=3.22$ nm, with $\phi_b=0.6776$ eV. Numerical quadrature gives $L=10.04$ nm, compared with $kT/e\mathcal E=7.32$ nm.

The ratio $v_D/\mu\mathcal E$ is 0.959 for the parabola without image force, 0.778 for a constant field with it, and 0.729 for the full barrier. Most of the reduction thus comes from the image force. The value of $v_D$ from the constant-field formula with image force is 6.6% above that of the full barrier here.

For $\mu=0.1$ m$^2$/(V s),

$$v_D=\frac{0.1\times0.02585}{10.04\times10^{-9}}=2.57\times10^5\ \text{m/s},\qquad \frac{v_D}{v_R}=5.24 .$$

The thermionic limit is $J_{TE}=308$ A/m$^2$, and

$$J=\frac{5.24}{1+5.24}\times308=259\ \text{A/m}^2=0.0259\ \text{A/cm}^2 .$$

Diffusion theory alone would give 1615 A/m$^2$. The quasi-Fermi level drops by only 0.0045 eV in the climb.

For $\mu=0.001$ m$^2$/(V s), $v_D/v_R=0.0524$ and $J=15.3$ A/m$^2=1.53\times10^{-3}$ A/cm$^2$, close to the diffusion value of 16.1 A/m$^2$. The drop in the climb is 0.077 eV, about three times $kT$. Yet $n_m/n_0=115$: the current is diffusive although the metalward density at the top is far from its equilibrium value.

The two velocities are equal at $\mu=ev_RL/kT=0.019$ m$^2$/(V s), where the formula gives half of $J_{TE}$. There $\lambda=L$, so this value also rests on the two-stream model; a kinetic treatment with isotropic collisions that thermalise the electron gives about $0.55\,J_{TE}$.

## Reverse bias separates the two velocities

At large reverse bias $e^{eV/kT}-1\to-1$, and any remaining growth of $|J|$ comes from the prefactor. From $-1$ to $-4$ V, $\phi_b$ falls from 0.6672 to 0.6571 eV. This multiplies the current by 1.48 for both mobilities.

The factor from $v_Rv_D/(v_R+v_D)$ depends on the mobility. It is 1.03 for the high mobility, where the fixed $v_R$ controls the current, and 1.54 for the low one, where $v_D$ does. Without tunnelling, and with the electrons kept at the lattice temperature, the total growth is therefore 1.53 and 2.28. For the high mobility that temperature assumption is strained: at $-4$ V an electron gains about $26\,kT$ over one $\lambda$, and $\mu\mathcal E=1.3\times10^6$ m/s is far above the saturation velocity of common semiconductors, so the factor 1.03 shows only that the velocity part is small. The low-mobility factor is smaller than the field ratio of 1.72 for two reasons: the stronger image rounding holds the growth of $v_D$ to 1.63, and $v_R$ is not negligible beside $v_D$.

## Where the formula becomes uncertain

At high mobility $\lambda=53$ nm exceeds $L$, so a local drift-diffusion law is not justified across the top. The thermionic limit survives, but the 16% reduction below it is an estimate that depends on the two-stream model. A kinetic treatment of this barrier with isotropic scattering gives 10 to 12% when each collision thermalises the electron, and 25 to 37% when the collisions are purely elastic, the range covering a constant scattering time and a constant mean free path.

At low mobility one weak point is the other side of $x_m$. There $\lambda=0.53$ nm is shorter than $x_m$, and an electron beyond the top can still be scattered back. If drift-diffusion held down to the metal, the width would gain $\int_0^{x_m}f\,dx$. The substitution $x\to x_m^2/x$ turns this into $\int_{x_m}^\infty(x_m^2/x^2)f\,dx=(y-1)/2g$. Relative to $L$ the gain is $(y-1)/(y+1)$. The constant-field ratio $2/(1+y)=0.778$ gives $y=1.57$, hence a gain of 22% and a diffusion velocity about 18% lower. From this source alone, the low-mobility current is uncertain by an amount of this order.

A second weak point at low mobility is the band picture itself. The scattering time $\tau=m\mu/e=1.7\times10^{-15}$ s corresponds to an energy width $\hbar/\tau=0.39$ eV, about fifteen times $kT$. Electrons then have no well-defined band energy between collisions. The low-mobility example therefore illustrates the diffusion limit of the formula and does not predict the current of a real contact.

The depletion profile used for $L$ also needs band bending much larger than $kT$. In the forward-bias example, with $u=13.3$, the neglected electrons near $W$ still lower the field at the top, and with it $v_D$, by about 4%. The weaker field also reduces the image lowering by 0.0004 eV, so $J_{TE}$ falls by about 2%, the high-mobility current by about 2% and the low-mobility current by about 5%. With a bending of only a few $kT$, $L$ also depends on how the band flattens near $W$, which a sharp depletion edge does not describe. A large forward current violates $F(W)=eV$ through the resistance of the bulk. Tunnelling through a thin barrier adds a path that the two velocities do not describe. At the reverse biases used above its contribution can exceed the 3% growth that the velocities give at high mobility. Quantum reflection of electrons that have enough energy to pass the top is also left out; it lowers the collection velocity below $v_R$, and not by a small amount. The thermal wavelength $h/\sqrt{2\pi mkT}=7.9$ nm is comparable to $L$ and larger than $x_m$. In a one-band model with the same mass in the metal and a metal band bottom 1 to 8 eV below the Fermi level, reflection and tunnelling together pass only about one half to one quarter of the classical flux at 0.2 V. The absolute currents above are therefore classical model values. A mobility that varies across the top must be kept inside the integral, as $\int e^{-[\phi_b-E]/kT}dx/D(x)=1/v_D$.

Numbers in the example were calculated in double precision.
